# Photon growth and threshold in a cavity modulated at twice its frequency

## Question

I have one cavity mode, initially in its vacuum, and I modulate its frequency $\omega_0$ weakly at $2\omega_0$. I expected photons to appear, but I wrote

$$H(t)=\hbar\omega(t)\left(a^\dagger a+\tfrac12\right),$$

which commutes with $a^\dagger a$, so the photon number never changes. I am told there is an effective squeezing Hamiltonian and a $\sinh^2$ growth law. Where does the squeezing term come from, and what is its coefficient?

I am also stuck on loss. If the energy decays at rate $\kappa$, can I multiply the $\sinh^2$ by $e^{-\kappa t}$? And is there a modulation depth below which no photons are made at all?

## Answer

Your Hamiltonian has the right energy but hides a time dependence. The operator $a$ that makes it diagonal depends on $\omega(t)$, so it changes while you modulate. The safest start is the oscillator itself, whose coordinate and momentum do not depend on the frequency.

### The Hamiltonian with fixed operators

Take

$$H(t)=\frac{p^2}{2}+\frac{\omega^2(t)\,q^2}{2},\qquad \omega(t)=\omega_0\left[1+\varepsilon\sin(2\omega_0t)\right],\qquad 0<\varepsilon\ll1 .$$

An LC resonator with fixed capacitance and modulated inductance has this form. For a cavity with a moving wall it is a single-mode model: it requires that the drive is not resonant with any process involving other modes. Equally spaced modes violate this. With frequencies $\omega_0,2\omega_0,3\omega_0,\dots$, the drive also matches the difference between the third and the first, and the single-mode result below does not apply.

Define $a$ once and for all at the unmodulated frequency:

$$q=\sqrt{\frac{\hbar}{2\omega_0}}\,(a+a^\dagger),\qquad p=-i\sqrt{\frac{\hbar\omega_0}{2}}\,(a-a^\dagger),\qquad [a,a^\dagger]=1 .$$

Add and subtract $\omega_0^2q^2/2$ in $H$. The unmodulated part becomes $\hbar\omega_0(a^\dagger a+\frac12)$, and the rest is $(\omega^2-\omega_0^2)q^2/2$:

$$H=\hbar\omega_0\left(a^\dagger a+\tfrac12\right)+\hbar\,\frac{\omega^2(t)-\omega_0^2}{4\omega_0}\,(a+a^\dagger)^2 .$$

The square contains $a^2$ and $a^{\dagger2}$. These are the missing terms: they destroy and create photons in pairs.

### Averaging over a drive period

From the definition of $\omega(t)$,

$$\frac{\omega^2-\omega_0^2}{4\omega_0}=\omega_0\left[\frac{\varepsilon}{2}\sin(2\omega_0t)+\frac{\varepsilon^2}{4}\sin^2(2\omega_0t)\right].$$

In the interaction picture $a$ is replaced by $a\,e^{-i\omega_0t}$, so

$$(a+a^\dagger)^2\to a^2e^{-2i\omega_0t}+a^{\dagger2}e^{2i\omega_0t}+2a^\dagger a+1 .$$

The coupling is of size $\varepsilon\omega_0$, so the state changes little during one drive period $\pi/\omega_0$. To leading order we may therefore average the Hamiltonian over that period. Since $\sin\theta=(e^{i\theta}-e^{-i\theta})/2i$,

$$\overline{\sin(2\omega_0t)\,e^{-2i\omega_0t}}=\frac{1}{2i}=-\frac i2,\qquad \overline{\sin(2\omega_0t)\,e^{2i\omega_0t}}=+\frac i2,\qquad \overline{\sin(2\omega_0t)}=0 .$$

The terms linear in $\varepsilon$ give $\hbar\omega_0(\varepsilon/2)(i/2)(a^{\dagger2}-a^2)$, that is

$$H_{\rm eff}=\frac{i\hbar g}{2}\left(a^{\dagger2}-a^2\right),\qquad g=\frac{\varepsilon\omega_0}{2}.$$

The $\varepsilon^2$ term averages to $\hbar\omega_0(\varepsilon^2/8)(2a^\dagger a+1)$, a small frequency shift. The oscillating terms we dropped also act at second order, with size $(\varepsilon\omega_0)^2/\omega_0=\varepsilon^2\omega_0$. Both are smaller than $g$ by a factor of order $\varepsilon$.

### What happened to your Hamiltonian

Your operator is the one defined at the instantaneous frequency,

$$b=\sqrt{\frac{\omega}{2\hbar}}\,q+\frac{i\,p}{\sqrt{2\hbar\omega}} .$$

It carries an explicit time dependence through $\omega$. Differentiating the two square roots gives

$$\frac{\partial b}{\partial t}=\frac{\dot\omega}{2\omega}\left[\sqrt{\frac{\omega}{2\hbar}}\,q-\frac{i\,p}{\sqrt{2\hbar\omega}}\right]=\frac{\dot\omega}{2\omega}\,b^\dagger .$$

The full equation of motion is therefore

$$\dot b=-i\omega b+\frac{\dot\omega}{2\omega}\,b^\dagger ,$$

and your version keeps the first term alone. To leading order $\dot\omega/2\omega=\varepsilon\omega_0\cos(2\omega_0t)$. Put $b=\tilde b\,e^{-i\omega_0t}$; the factor multiplying $\tilde b^\dagger$ is then $\varepsilon\omega_0\cos(2\omega_0t)\,e^{2i\omega_0t}$, whose average is $\varepsilon\omega_0/2$. This is the same $g$. The two descriptions agree on what a photon is whenever $\omega(t)=\omega_0$, so I count photons after whole drive periods.

### Growth from vacuum without loss

With $[a,a^{\dagger2}]=2a^\dagger$, the Heisenberg equation is

$$\dot a=\frac{1}{i\hbar}[a,H_{\rm eff}]=\frac g2\,[a,a^{\dagger2}]=g\,a^\dagger .$$

Its adjoint is $\dot a^\dagger=g\,a$, so $\ddot a=g^2a$. With initial value $a(0)$ and initial slope $g\,a^\dagger(0)$,

$$a(t)=a(0)\cosh gt+a^\dagger(0)\sinh gt .$$

In $\langle a^\dagger(t)a(t)\rangle$ every term with $a(0)$ on the right or $a^\dagger(0)$ on the left vanishes in the vacuum. What remains is $\sinh^2(gt)\,\langle a(0)a^\dagger(0)\rangle$, and the last factor is 1:

$$n(t)=\sinh^2(gt)=\sinh^2\!\left(\frac{\varepsilon\omega_0t}{2}\right).$$

At short times $n\approx(gt)^2$; at long times $n\approx e^{2gt}/4$.

The energy comes from whatever modulates the frequency. It does work at the rate $\langle\partial H/\partial t\rangle=\omega\dot\omega\langle q^2\rangle$. Let $m=\langle a^2\rangle$ in the rotating frame, which is real here. Then

$$\langle q^2\rangle=\frac{\hbar}{2\omega_0}\left[2n+1+2m\cos(2\omega_0t)\right].$$

With $\dot\omega=2\varepsilon\omega_0^2\cos(2\omega_0t)$ and $\omega\approx\omega_0$, the averaged power is $\varepsilon\hbar\omega_0^2m=\hbar\omega_0\,(2gm)$. In the vacuum $m=0$ and the average work starts at zero. The drive first builds up the pair correlation $m$, which makes $\langle q^2\rangle$ oscillate in phase with $\dot\omega$, and then feeds energy in through it.

### How good is the averaged result?

The equation $\ddot q+\omega^2(t)q=0$ can be integrated without averaging. In units $\hbar=\omega_0=1$, numerical integration over one drive period gives a $2\times2$ matrix that maps the initial $(q,p)$ to the final one. Its $N$th power $M$ covers $N$ periods. The vacuum variances of $q$ and $p$ are both $\frac12$, so the final energy is $\frac14\sum_{ij}M_{ij}^2$ and

$$n=\frac14\sum_{ij}M_{ij}^2-\frac12 .$$

Since $t=N\pi/\omega_0$, we have $gt=\pi\varepsilon N/2$. I keep this at 2.0106, where $\sinh^2(gt)=13.447$, and quote the relative difference $|n-\sinh^2(gt)|/\sinh^2(gt)$:

- $\varepsilon=0.04$, $N=32$: $n=13.414$, relative difference $2.4\times10^{-3}$
- $\varepsilon=0.02$, $N=64$: $n=13.439$, relative difference $6.1\times10^{-4}$
- $\varepsilon=0.01$, $N=128$: $n=13.445$, relative difference $1.5\times10^{-4}$

Each halving of $\varepsilon$ reduces the difference about fourfold, so at this fixed $gt$ it scales as $\varepsilon^2$.

### Adding loss

Let the mode lose energy at rate $\kappa=\omega_0/Q$ to a zero-temperature environment, with $\kappa\ll\omega_0$ and no memory in the environment. The density matrix obeys

$$\dot\rho=-\frac i\hbar[H_{\rm eff},\rho]+\kappa\left(a\rho a^\dagger-\tfrac12a^\dagger a\rho-\tfrac12\rho a^\dagger a\right).$$

For an operator $O$ the loss term contributes $\kappa\langle a^\dagger Oa-\frac12a^\dagger aO-\frac12Oa^\dagger a\rangle$ to $d\langle O\rangle/dt$. Two operators are needed.

- For $O=a^\dagger a$, use $a^\dagger a^\dagger aa=(a^\dagger a)^2-a^\dagger a$. The contribution is $-\kappa n$.
- For $O=a^2$, use $a^2a^\dagger a=a^\dagger a^3+2a^2$. The terms in $a^\dagger a^3$ cancel and the contribution is $-\kappa m$.

The squeezing part follows from $\dot a=ga^\dagger$. It gives $d(a^\dagger a)/dt=g(a^2+a^{\dagger2})$ and $d(a^2)/dt=g(a^\dagger a+aa^\dagger)=g(2a^\dagger a+1)$. Together,

$$\dot n=-\kappa n+2gm,\qquad \dot m=-\kappa m+g(2n+1).$$

Starting from $m=0$, $m$ stays real, as assumed. The sum and difference $s_\pm=n\pm m$ decouple:

$$\dot s_+=(2g-\kappa)s_++g,\qquad \dot s_-=-(2g+\kappa)s_--g .$$

Both start at zero. Solving these linear equations and using $n=(s_++s_-)/2$,

$$n(t)=\frac g2\left[\frac{e^{(2g-\kappa)t}-1}{2g-\kappa}-\frac{1-e^{-(2g+\kappa)t}}{2g+\kappa}\right].$$

For $\kappa=0$ the bracket is $(e^{2gt}+e^{-2gt}-2)/2g$, so $n=(\cosh2gt-1)/2=\sinh^2gt$, as it must be.

### The threshold, and what it does not mean

The first exponential grows if $2g>\kappa$. With $g=\varepsilon\omega_0/2$ and $\kappa=\omega_0/Q$ the condition for exponential growth is

$$\varepsilon>\frac1Q .$$

**Above threshold** the photon number eventually grows at the net rate $2g-\kappa$. The growth is unlimited in this linear model; in a device, depletion of the drive or a nonlinearity must end it.

**At threshold** the first fraction becomes $t$, and $\kappa=2g$ in the second gives

$$n(t)=\frac{gt}{2}-\frac{1-e^{-4gt}}{8},$$

which still grows without limit, but only linearly at late times.

**Below threshold** both exponentials die out and a finite population remains:

$$n_{\rm ss}=\frac g2\left[\frac1{\kappa-2g}-\frac1{\kappa+2g}\right]=\frac{2g^2}{\kappa^2-4g^2}=\frac{x^2}{2(1-x^2)},\qquad x=\frac{2g}{\kappa}=\varepsilon Q .$$

So there is no depth below which photon creation stops. For weak driving $n_{\rm ss}\approx x^2/2$, which is small but not zero. As $x\to1$ the population diverges as $1/[4(1-x)]$, and the settling time $1/(\kappa-2g)$ diverges with it.

This also answers your question about $e^{-\kappa t}\sinh^2(gt)$. At threshold that product is $e^{-2gt}\sinh^2(gt)=(1-e^{-2gt})^2/4$, which saturates at $\frac14$, while the correct $n$ keeps growing. To see what is missing, write the equations for $V_\pm=\frac12+s_\pm$:

$$\dot V_\pm=(\pm2g-\kappa)V_\pm+\frac\kappa2 .$$

These are the variances of $X=(a+a^\dagger)/\sqrt2$ and $P=(a-a^\dagger)/(i\sqrt2)$; for example $\langle P^2\rangle=n-m+\frac12$. The source $\kappa/2$ is vacuum noise that enters through the same channel as the loss. The product $e^{-\kappa t}\sinh^2(gt)$ corresponds to $V_\pm=\frac12e^{(\pm2g-\kappa)t}+\frac12(1-e^{-\kappa t})$, that is, squeezing first and loss afterwards, so the noise is admitted but never amplified. In the driven cavity the noise enters while the drive is on and is amplified too; this amplification is what the decay factor leaves out.

The other variance shows the squeezing. It settles at

$$V_-=\frac12-\frac g{2g+\kappa}=\frac{\kappa}{2(\kappa+2g)},$$

which at threshold is $\frac14$, half the vacuum value. This refers to the field inside the cavity.

### How precisely must the drive sit at twice the frequency?

Let the drive frequency be $2(\omega_0+\Delta)$ with $|\Delta|\ll\omega_0$. In a frame rotating at $\omega_0+\Delta$ the squeezing term is again static, but the free evolution leaves a remainder:

$$\dot a=i\Delta\,a+g\,a^\dagger,\qquad \dot a^\dagger=-i\Delta\,a^\dagger+g\,a .$$

Differentiate the first equation and insert both. The terms in $a^\dagger$ are $i\Delta g-i\Delta g=0$, leaving

$$\ddot a=\lambda^2a,\qquad \lambda^2=g^2-\Delta^2 .$$

The initial slope $i\Delta\,a(0)+g\,a^\dagger(0)$ makes the coefficient of $a^\dagger(0)$ equal to $(g/\lambda)\sinh\lambda t$. From vacuum, without loss,

$$n(t)=\frac{g^2}{\lambda^2}\sinh^2(\lambda t).$$

For $|\Delta|>g$ the root is imaginary, the hyperbolic sine turns into a sine, and $n$ stays bounded. At $|\Delta|=g$ the formula tends to $n=(gt)^2$. Near this resonance, exponential growth without loss therefore requires a drive frequency within $2g=\varepsilon\omega_0$ of $2\omega_0$. Weaker resonances exist elsewhere: a drive near $\omega_0$ also gives exponential growth, at an amplitude rate of about $0.37\,\varepsilon^2\omega_0$ and in a band whose width is of order $\varepsilon^2\omega_0$. With loss, amplitudes acquire the extra factor $e^{-\kappa t/2}$, so exponential growth needs $\lambda>\kappa/2$, or

$$g^2>\Delta^2+\frac{\kappa^2}{4}.$$

The eigenvalues of the one-period matrix give the growth rate of the amplitude without averaging; the photon number grows at twice this rate. For $\varepsilon=0.01$ and $\Delta=0.5g$ the rate is $0.868g$, against $0.866g$ from the formula; at $\Delta=-0.5g$ it is $0.864g$. The unaveraged band runs from $\Delta=-0.996g$ to $+1.004g$, so its centre is displaced by an amount of order $\varepsilon^2\omega_0$, the size of the terms neglected in $H_{\rm eff}$. At $\Delta=1.5g$ it is zero to the four decimals computed.

With a friction term $\kappa\dot q$ added and $Q=100$, the depth at which growth begins comes out as 0.0100 on resonance, equal to $1/Q$. For $\Delta=\kappa/2$ it is 0.01411, where the formula gives $\sqrt2/Q=0.01414$.

### Numbers for a microwave resonator

These numbers are for a single mode, such as a lumped LC circuit or a line whose modes are unevenly spaced. A uniform transmission-line resonator, with modes $\omega_0,2\omega_0,3\omega_0,\dots$ or $\omega_0,3\omega_0,5\omega_0,\dots$, has mode differences resonant with the drive, and the numbers do not apply to it. Take round model values: $\omega_0/2\pi=5$ GHz, $Q=2000$, $\varepsilon=10^{-3}$, and a 10 GHz modulation lasting 200 ns, which is 2000 drive periods. Then $\omega_0=3.1416\times10^{10}\ \mathrm{s^{-1}}$ and

$$g=\tfrac12\times10^{-3}\,\omega_0=1.571\times10^7\ \mathrm{s^{-1}},\qquad \kappa=\frac{\omega_0}{2000}=1.571\times10^7\ \mathrm{s^{-1}} .$$

The two rates are equal for this choice, and $gt=\pi$. The threshold depth is $1/Q=5\times10^{-4}$, so the drive is at twice threshold.

Without loss, $n=\sinh^2\pi=133.4$. With loss, $2g-\kappa=g$ and $2g+\kappa=3g$, hence

$$n=\frac12\left[(e^{\pi}-1)-\frac{1-e^{-3\pi}}{3}\right]=10.9 .$$

Even at twice threshold, loss removes most of the lossless gain over this time, because it halves the exponent from $2gt$ to $(2g-\kappa)t=gt$.

At the threshold depth $g$ is halved, so $gt=\pi/2$ after the same 200 ns and

$$n=\frac\pi4-\frac{1-e^{-2\pi}}{8}=0.66 .$$

At half the threshold depth, $\varepsilon=2.5\times10^{-4}$ and $x=0.5$. The steady population is

$$n_{\rm ss}=\frac{0.25}{2\times0.75}=0.167 .$$

The cavity then loses photons at the rate $\kappa n_{\rm ss}=2.6\times10^6$ per second, summed over all loss channels. This is a steady emission below threshold, fed by the drive.

Starting from vacuum requires a cold cavity. At 20 mK the thermal occupation $1/(e^{\hbar\omega_0/k_BT}-1)$ is $6\times10^{-6}$, negligible beside all the populations above.
